# Conductivity, thermopower and Lorenz ratio from the semiclassical Boltzmann equation, part 1

(Sections cited here and not found follow in the second part.)

A strip of metal is clamped between a warm block and a cool one, and its ends go to a voltmeter that draws no current. Electrons from the warm end carry more energy than those returning from the cool end, so heat flows, and a voltage builds up until no net charge moves. The same strip on a battery carries a current. The three measurements give the thermal conductivity $\kappa$, the thermopower $S$ and the electrical conductivity $\sigma$. All three are carried by states within a few $kT$ of the chemical potential, and the question is how much of the band structure they see. In the relaxation-time model they see one tensor function of energy, $\Sigma(E)$, and at low temperature, provided $\Sigma$ is smooth and non-zero near $\mu$, only its value and slope at $\mu$.

The algebra uses $\hbar=m_e=1$ with $e>0$ and Boltzmann's constant $k$ kept visible. The electron charge is $-e$, the wave vector is $\mathbf k$, and $\theta=kT$. The program named below and its output follow the text.

## 1. The driven distribution

The electrons are independent, in bands $\varepsilon_n(\mathbf k)=\varepsilon_n(-\mathbf k)$ with velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$, and there is no magnetic field. The motion is semiclassical, $\dot{\mathbf r}=\mathbf v$, $\dot{\mathbf k}=-e\mathbf E$. Collisions relax the occupation $F$ toward the local Fermi function $f$ with one time $\tau_n(\mathbf k)=\tau_n(-\mathbf k)$, whatever the disturbance. In the steady state

$$\mathbf v\cdot\nabla_{\mathbf r}F-e\mathbf E\cdot\nabla_{\mathbf k}F=-\frac{F-f}{\tau},\qquad f=\frac{1}{e^{x}+1},\qquad x=\frac{\varepsilon-\mu(\mathbf r)}{kT(\mathbf r)} .$$

Write $F=f+g$. To first order in the field and the gradients, $F$ on the left is replaced by $f$, because $g$ is already first order. The chain rule gives $\nabla_{\mathbf r}x=-\nabla\mu/kT-(\varepsilon-\mu)\nabla T/kT^2$, and $df/dx=kT\,\partial f/\partial\varepsilon$. With $f'=\partial f/\partial\varepsilon<0$,

$$\mathbf v\cdot\nabla_{\mathbf r}f=(-f')\,\mathbf v\cdot\Big[\nabla\mu+(\varepsilon-\mu)\frac{\nabla T}{T}\Big],\qquad -e\mathbf E\cdot\nabla_{\mathbf k}f=(-f')\,e\mathbf E\cdot\mathbf v .$$

Field and chemical-potential gradient enter only as $\boldsymbol{\mathcal E}=\mathbf E+\nabla\mu/e$, the combination a voltmeter reads. Hence

$$g=-\tau(-f')\,\mathbf v\cdot\Big[e\boldsymbol{\mathcal E}+(\varepsilon-\mu)\frac{\nabla T}{T}\Big].\tag{1}$$

The signs are sensible: $g>0$ for electrons moving against the field, and for electrons above $\mu$ moving down the temperature gradient. Since $\mathbf v$ is odd in $\mathbf k$, $g$ is odd and adds no particles or energy, so the collision term conserves both at this order.

Let $\sum$ stand for $2\sum_n\int d^dk/(2\pi)^d$, the 2 counting spin. The charge current is $\mathbf j=-e\sum\mathbf v g$. From $T\,dS=dU-\mu\,dN$ the heat current is the energy current minus $\mu$ times the particle current, $\mathbf j_Q=\sum(\varepsilon-\mu)\mathbf v g$; the even function $f$ carries no current. Apart from $v_av_b\tau$, everything in the integrands depends on $\mathbf k$ through $\varepsilon$ alone. Inserting $1=\int dE\,\delta(E-\varepsilon)$ collects the $\mathbf k$ dependence into

$$\Sigma_{ab}(E)=2\sum_n\int\frac{d^dk}{(2\pi)^d}\,v_av_b\,\tau\,\delta(E-\varepsilon_n),\qquad L_p=\int dE\,\Sigma(E)\,(E-\mu)^p\,(-f'),\tag{2}$$

and the currents become

$$\mathbf j=e^2L_0\,\boldsymbol{\mathcal E}+eL_1\frac{\nabla T}{T},\qquad \mathbf j_Q=-eL_1\,\boldsymbol{\mathcal E}-L_2\frac{\nabla T}{T}.\tag{3}$$

In $\mathbf j$ the sign of the charge cancels the sign in (1); in $\mathbf j_Q$ the sign of (1) survives. $\Sigma$ and the $L_p$ are symmetric matrices.

*Check on the Drude limit.* For constant $\tau$ and $\nabla T=0$, $\sigma_{ab}=e^2\tau\sum v_av_b(-f')$. Since $v_bf'=\partial f/\partial k_b$, integration by parts, with no boundary term, gives $\sigma_{ab}=e^2\tau\sum f\,\partial^2\varepsilon/\partial k_a\partial k_b$. For $\varepsilon=\mathbf k^2/2m^*$ this is $ne^2\tau/m^*$.

## 2. The scalar case as a probability distribution

Take first a crystal in which $\Sigma$ is a multiple of the unit matrix. At uniform temperature (3) gives $\sigma=e^2L_0$. The thermopower is defined by $\boldsymbol{\mathcal E}=S\nabla T$ at $\mathbf j=0$, so $e^2L_0S+eL_1/T=0$. The thermal conductivity is defined by $\mathbf j_Q=-\kappa\nabla T$, also at $\mathbf j=0$, so $\kappa=eL_1S+L_2/T$. Therefore

$$\sigma=e^2L_0,\qquad S=-\frac{1}{eT}\frac{L_1}{L_0},\qquad \kappa=\frac1T\Big(L_2-\frac{L_1^2}{L_0}\Big).\tag{4}$$

This $\kappa$ is the electronic part; lattice vibrations are outside the model.

Put $E=\mu+\theta x$ and $w(x)=-df/dx=1/[4\cosh^2(x/2)]$, so that $(-f')\,dE=w\,dx$. Since $\Sigma\ge0$, the function $P(x)=\Sigma(\mu+\theta x)w(x)/L_0$ is a normalized probability density that says which energies carry the current. Then $L_1/L_0=\theta\langle x\rangle$ and $L_2/L_0=\theta^2\langle x^2\rangle$, and with the Lorenz ratio $\mathcal L=\kappa/\sigma T$,

$$S=-\frac ke\langle x\rangle,\qquad \mathcal L=\frac{k^2}{e^2}\big(\langle x^2\rangle-\langle x\rangle^2\big).\tag{5}$$

In units of $k/e$ and $(k/e)^2$, the thermopower is minus the mean of $P$ and the Lorenz ratio its variance, exactly within the model.

The simplest case is an energy-independent $\Sigma$, for which $P=w$, and the moments $M_p=\int x^pw\,dx$ are needed. Odd moments vanish because $w$ is even. The even ones follow from $\chi(s)=\int e^{isx}w\,dx$. The function $w$ has period $2\pi i$, so around the rectangle with long sides $\operatorname{Im}x=0$ and $\operatorname{Im}x=2\pi$ the integral is $\chi\,(1-e^{-2\pi s})$; the short sides vanish at infinity. The only pole inside is $x=i\pi$. With $x=i\pi+y$, $\cosh(x/2)=i\sinh(y/2)$, so $w=-1/y^2+O(1)$, and $e^{isx}=e^{-\pi s}(1+isy+\dots)$ gives the residue $-is\,e^{-\pi s}$. Then

$$\chi(s)=\frac{2\pi s\,e^{-\pi s}}{1-e^{-2\pi s}}=\frac{\pi s}{\sinh\pi s}=1-\frac{\pi^2s^2}{6}+\frac{7\pi^4s^4}{360}-\dots$$

The series comes from inverting $\sinh y/y=1+y^2/6+y^4/120$, whose inverse has quartic coefficient $1/36-1/120=7/360$. Comparing with $\chi=\sum_p(is)^pM_p/p!$,

$$M_0=1,\qquad M_2=\frac{\pi^2}{3},\qquad M_4=\frac{7\pi^4}{15}.$$

The program tests these and $\chi$ by quadrature, finding $M_2=3.289868$ and $M_4=45.45758$.

*Check on flat $\Sigma$.* Here $S=0$ and $\mathcal L=\mathcal L_{\rm WF}=\pi^2k^2/3e^2$ at every temperature. The Wiedemann-Franz value, $3.28987\,(k/e)^2=2.4430\times10^{-8}$ W Ω/K², is the variance of the thermal window.

## 3. A sloping $\Sigma$: the Dirac cone

For an explicit $\Sigma$ the delta function is integrated out. Split $d^dk=dS\,dk_\perp$ along and across the surface $\varepsilon=E$; since $d\varepsilon=|\mathbf v|\,dk_\perp$,

$$\Sigma_{ab}(E)=2\sum_n\int_{\varepsilon_n=E}\frac{dS}{(2\pi)^d}\frac{v_av_b\,\tau}{|\mathbf v|}.\tag{6}$$

At $E=\mu$ this is a Fermi-surface integral. In two dimensions, for a pocket that every ray from its centre cuts once, $d^2k=q\,dq\,d\alpha$ gives the equivalent form $\oint d\alpha\,q\,v_av_b\tau/|v_q|$ with $v_q=\partial\varepsilon/\partial q$.

For two valleys with $\varepsilon=\pm vq$ and constant $\tau$, $q=|E|/v$, $|v_q|=v$ and $\oint\cos^2\alpha\,d\alpha=\pi$:

$$\Sigma_{xx}=\frac{4}{(2\pi)^2}\,\frac{|E|}{v}\,v\,\tau\,\pi=\frac{\tau|E|}{\pi}\equiv c|E| .$$

The velocity cancels. Let $\mu\gg\theta$ and ignore for now the kink at $E=0$, so $\Sigma=c(\mu+\theta x)$. Then $L_0=c\mu$, $L_1=c\theta^2M_2$, $L_2=c\mu\theta^2M_2$, and

$$S=-\frac ke\,\frac{\pi^2}{3}\frac{\theta}{\mu},\qquad \frac{\mathcal L}{\mathcal L_{\rm WF}}=1-\frac{\pi^2}{3}\Big(\frac\theta\mu\Big)^2 .\tag{7}$$

The slope tilts $P$ toward energies above $\mu$, which makes $S$ negative and of first order in $\theta/\mu$. The Lorenz ratio is lowered by $\langle x\rangle^2$, of second order: the voltage that stops the charge current drives a heat current back toward the warm end.

## 4. General smooth $\Sigma$: Sommerfeld expansion

If $\Sigma$ is smooth over several $\theta$ about $\mu$, its Taylor series $\sum_j\Sigma^{(j)}(\mu)\,\theta^jx^j/j!$ in (2) gives $L_p=\sum_j\Sigma^{(j)}\theta^{j+p}M_{j+p}/j!$. Only even $j+p$ survive:

$$L_0=\Sigma+\frac{\pi^2\theta^2}{6}\Sigma''+\frac{7\pi^4\theta^4}{360}\Sigma''''+\dots,$$
$$L_1=\frac{\pi^2\theta^2}{3}\Sigma'+\frac{7\pi^4\theta^4}{90}\Sigma'''+\dots,\qquad L_2=\frac{\pi^2\theta^2}{3}\Sigma+\frac{7\pi^4\theta^4}{30}\Sigma''+\dots\tag{8}$$

The coefficients are $M_2/2$ and $M_4/24$; $M_2$ and $M_4/6$; $M_2$ and $M_4/2$. All derivatives are at $\mu$. With $\Sigma(\mu)\ne0$, the first terms in (4) give

$$\sigma=e^2\Sigma(\mu),\qquad S_{\rm Mott}=-\frac{\pi^2k^2T}{3e}\frac{d\ln\Sigma}{dE}\Big|_\mu,\qquad \frac{\kappa}{\sigma T}=\frac{\pi^2k^2}{3e^2}.\tag{9}$$

For $S$, $L_1/L_0=(\pi^2\theta^2/3)\Sigma'/\Sigma$ and $\theta^2/T=k^2T$. For $\kappa$, $L_2$ is of order $\theta^2$ while $L_1^2/L_0$ is of order $\theta^4$ and drops out; then $\Sigma(\mu)$ cancels between $\kappa$ and $\sigma$, taking all band structure and scattering with it.

These are leading terms, not identities. For the next terms, factor out the leading ones: $L_0=\Sigma[1+\pi^2\theta^2\Sigma''/6\Sigma]$, $L_1=(\pi^2\theta^2/3)\Sigma'[1+7\pi^2\theta^2\Sigma'''/30\Sigma']$, $L_2=(\pi^2\theta^2/3)\Sigma[1+7\pi^2\theta^2\Sigma''/10\Sigma]$, using $(7/90)\cdot3=7/30$ and $(7/30)\cdot3=7/10$. The ratio $L_2/L_0$ brings $7/10-1/6=8/15$. The term $(L_1/L_0)^2=(\pi^2\theta^2/3)^2(\Sigma'/\Sigma)^2$, divided by $\pi^2\theta^2/3$, brings $\pi^2\theta^2(\Sigma'/\Sigma)^2/3$. Up to $O(\theta^4)$,

$$\frac{\sigma}{e^2\Sigma}-1=\pi^2\theta^2\frac{\Sigma''}{6\Sigma},\qquad \frac{S}{S_{\rm Mott}}-1=\pi^2\theta^2\Big[\frac{7\Sigma'''}{30\Sigma'}-\frac{\Sigma''}{6\Sigma}\Big],$$
$$\frac{\mathcal L}{\mathcal L_{\rm WF}}-1=\pi^2\theta^2\Big[\frac{8\Sigma''}{15\Sigma}-\frac13\Big(\frac{\Sigma'}{\Sigma}\Big)^2\Big].\tag{10}$$

The middle form needs $\Sigma'\ne0$; where $\Sigma'=0$, $S$ starts at order $T^3$, or higher if $\Sigma'''$ vanishes too.

*Check on powers.* For $\Sigma=cE$, (10) reproduces (7). For $\Sigma=cE^2$ let $u=\pi^2\theta^2/\mu^2$. The Taylor series ends, so $L_0=c\mu^2(1+u/3)$, $L_1=2c\mu\theta^2M_2$, $L_2=c\mu^2\theta^2M_2(1+7u/5)$, where $M_4/M_2=7\pi^2/5$. Hence

$$\frac{S}{S_{\rm Mott}}=\frac{1}{1+u/3},\qquad \frac{\mathcal L}{\mathcal L_{\rm WF}}=\frac{1+7u/5}{1+u/3}-\frac{4u/3}{(1+u/3)^2}.\tag{11}$$

The linear terms are $-u/3$ and $7u/5-u/3-4u/3=-4u/15$. Equation (10) with $\Sigma''/\Sigma=2/\mu^2$, $\Sigma'/\Sigma=2/\mu$, $\Sigma'''=0$ gives $-u/3$ and $16u/15-4u/3=-4u/15$.

The expansion is asymptotic. Any band has edges, kinks or van Hove points, and if the nearest lies a distance $\Delta$ from $\mu$, the Taylor series misrepresents $\Sigma$ beyond it, where $w\approx e^{-\Delta/\theta}$. Contributions of that size are invisible to every power of $\theta$; section 8 computes one.

*Fixed density.* In a sample with fixed carrier number, $\mu$ moves with $T$. Let $N(E)$ count states up to $E$ and $D=N'$. Integration by parts gives $n=\int Df\,dE=\int N(-f')\,dE$, and the expansion of $L_0$ applied to $N$ gives $N(E_F)=N(\mu)+\pi^2\theta^2D'/6$. With $N(\mu)\approx N(E_F)+D\,(\mu-E_F)$,

$$\mu-E_F=-\frac{\pi^2\theta^2}{6}\frac{D'}{D}.\tag{12}$$

So $E_F$ may replace $\mu$ in (9), but not in the first two formulas of (10): at fixed density $\sigma$ acquires a further relative change $(\Sigma'/\Sigma)(\mu-E_F)$ and $S$ a further relative change $(\mu-E_F)\,d\ln|\Sigma'/\Sigma|/dE$, both of the same order $\theta^2$. The third formula holds with either, since $\mathcal L_{\rm WF}$ does not depend on $\mu$.

## 5. Worked example: the honeycomb π band

The model is the nearest-neighbour π band on the honeycomb lattice of graphene, used for its Dirac point: $\varepsilon=\pm|h|$, $h=\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}$, with three bond vectors of length $a$. The parameters are round: $t=3$ eV and $a=1.4$ Å, rough sizes for graphene, and chosen values $\tau=10$ fs, $\mu=0.5$ eV, $T=300$ K. The digits below describe the model and are kept to expose small corrections; they are not predictions for the material. With $\hbar$ restored, $e^2\Sigma$ is a sheet conductance in units of $e^2/\hbar$. Threefold symmetry makes $\Sigma$ scalar, since a symmetric $2\times2$ matrix invariant under a 120° rotation is a multiple of the unit matrix.

The program finds $\Sigma(E)$ from the polar form of (6) and integrates (2) over energy without expansion; these are the "full" values. It tests the $L_p$ against a direct sum over a $\mathbf k$ grid that never uses $\Sigma$, to one part in a million of the largest element.

The scales are $\theta=0.025852$ eV, $\mu/\theta=19.341$, $\tau/\hbar=15.1927$ eV⁻¹, $\hbar v=6.300$ eV Å, and $\pi^2\theta^2=9.8696\times(0.025852)^2=6.596\times10^{-3}$ eV².

*Constant $\tau$.* The cone estimate is $15.1927\times0.5/\pi=2.41799$; the lattice gives $2.41804$, with $\Sigma'/\Sigma=2.00016$ eV⁻¹. Then

$$\sigma=2.41804\ e^2/\hbar=2.41804\times2.43413\times10^{-4}\ \text{S}=0.5886\ \text{mS},$$
$$S_{\rm Mott}=-3.28987\times0.025852\times2.00016=-0.17011\ k/e=-14.659\ \mu\text{V/K},$$

using $k/e=86.173$ μV/K. The full $S$ agrees to these digits. The full $\kappa$ is $7.8851\,k^2T/\hbar$, which is $7.8851\times5.42265\times10^{-10}$ W/K $=4.2758$ nW/K, and $\mathcal L=7.8851/2.41804=3.26095\,(k/e)^2=2.4215\times10^{-8}$ W Ω/K². With $\Sigma''/\Sigma=0.00159$ eV⁻², (10) predicts

$$\frac{\mathcal L}{\mathcal L_{\rm WF}}-1=6.596\times10^{-3}\Big[\frac{8\times0.00159}{15}-\frac{2.00016^2}{3}\Big]=-8.791\times10^{-3},$$

against a full value of $-8.790\times10^{-3}$. For $S$, with $\Sigma'''/\Sigma'=0.00488$ eV⁻², the bracket is $0.001139-0.000265$ and the correction relative to Mott is $5.8\times10^{-6}$, formula and full alike. At $\mu=-0.5$ eV the grid sum gives $S=+0.17011\,k/e$, because $\Sigma$ is even in $E$ and its slope changes sign.

*Why the lattice stays so close to the cone.* A correction of relative order $(\mu/t)^2$, about 3 percent, might be expected; the printed one is $2\times10^{-5}$ of the cone value. The order $E^2/t^2$ cancels, as follows. By (6) the trace is $2\Sigma_{xx}=4\tau\oint|\mathbf v|\,dl/(2\pi)^2$. On the contour $|\mathbf v|=\nabla\varepsilon\cdot\hat{\mathbf n}=\nabla(\varepsilon^2)\cdot\hat{\mathbf n}/2E$, and $\varepsilon^2$ is smooth, so the divergence theorem applies. From $\varepsilon^2=3t^2+2t^2\sum_{i<j}\cos\mathbf k\cdot(\boldsymbol\delta_i-\boldsymbol\delta_j)$ with $|\boldsymbol\delta_i-\boldsymbol\delta_j|^2=3a^2$ follows $\nabla^2\varepsilon^2=9a^2t^2-3a^2\varepsilon^2$. With $v=3ta/2$ and $N$ counted from the Dirac point, this gives the exact relation

$$\Sigma_{xx}=\frac{\tau v^2}{E}\Big[N(E)-\frac{1}{3t^2}\int_0^E\varepsilon^2D\,d\varepsilon\Big].$$

For $N$, expand about the Dirac point with $a=t=1$. Represent the bonds by the cube roots of unity $\omega_j$, which are also the phases at the Dirac point, and $\mathbf q$ by $z=qe^{i\alpha}$, so $\mathbf q\cdot\boldsymbol\delta_j=(z\bar\omega_j+\bar z\omega_j)/2$. In $h=\sum_j\omega_je^{i\mathbf q\cdot\boldsymbol\delta_j}$ only terms whose total power of $\omega_j$ is a multiple of 3 survive, each with a factor 3. First order gives $3iz/2$, second order $-\tfrac12\cdot\tfrac14\cdot3\bar z^2$, third order $-\tfrac i6\cdot\tfrac18\cdot3\cdot3\,z^2\bar z$. So $h=\tfrac{3i}{2}z\,[1+\tfrac i4qe^{-3i\alpha}-\tfrac18q^2]$, and with $p=2E/3$ and $s=\sin3\alpha$,

$$p^2=q^2\Big[1+\tfrac12qs+\big(\tfrac1{16}-\tfrac14\big)q^2\Big].$$

The transport coefficients now follow from $\Sigma(E)$, with their low-temperature expansions, and the energy contour of the honeycomb band has been expanded about the Dirac point. It remains to finish the count $N(E)$ that explains why the lattice stays so close to the cone, and then to treat energy-dependent scattering, tensor $\Sigma$, the kink at the Dirac point and inelastic collisions.
